Differentiating hydrogen radial moments to obtain the mean of ln r

**Question: ⟨ln r⟩ for hydrogen 2s and 2p by differentiating ⟨r^s⟩**

My exercise says: "Differentiate the moment formula in its exponent to get logarithmic averages. The mean of ln r is 3/2 − γ − ln 2 for 1s; find the 2s and 2p values." For 1s I have ⟨r^k⟩ = (k+2)!/2^{k+1} in atomic units, for integer k. I see that d(r^s)/ds = r^s ln r, but I am stuck on three things. How can I differentiate a formula that I only know at integers, and where does Euler's γ come from? What does the logarithm of a length mean, and does the result depend on Z? And what replaces the single factorial for 2s, where the radial function has a node? A way to check the answers independently would also help.

**Answer**

I take one electron, a point nucleus of charge Z and infinite mass, the Schrödinger equation and atomic units. Averages are ⟨f⟩ = ∫₀^∞ f(r) R_nl² r² dr with R normalized. The logarithm needs a pure number, so ln r means ln(r/a₀), with a₀ the Bohr radius. The value quoted in your exercise is the one for Z = 1.

**The radial functions and the Z dependence**

For Z = 1,

R₁₀ = 2e^{−r}, R₂₀ = 2^{−1/2}(1 − r/2)e^{−r/2}, R₂₁ = 24^{−1/2} r e^{−r/2}.

They can be verified in the radial equation −½u″ + [l(l+1)/(2r²) − 1/r]u = Eu for u = rR. Write u ∝ P e^{−κr}, so that u″ ∝ (P″ − 2κP′ + κ²P)e^{−κr}, and drop the exponential. For 1s, P = r and κ = 1, and the left side is −½(−2 + r) − 1 = −r/2, so E = −1/2. For 2s, P = r − r²/2 and κ = 1/2; then P″ − P′ = −2 + r, and the left side is (1 − r/2 − P/8) − (1 − r/2) = −P/8. For 2p, P = r², and the left side is (−1 + r − r²/8) + 1 − r = −P/8. Both have E = −1/8. Normalization is the case s = 0 of the moments below.

For general Z, the substitution ρ = Zr turns the radial equation into the Z = 1 equation multiplied by Z², so R(r; Z) = Z^{3/2}R(Zr; 1). The same substitution in the averages gives r^s = Z^{−s}ρ^s and ln r = ln ρ − ln Z, hence

⟨ln r⟩_Z = ⟨ln r⟩_{Z=1} − ln Z.

A constant shift leaves the variance of ln r unchanged. From here on Z = 1 unless stated.

**Moments for a real exponent**

Your first worry is justified: a formula known only at the integers can be continued to real s in many ways, with different slopes. If a function M(s) reproduces the integer values, so does M(s)(1 + c sin πs) for any c, and its slope at s = 0 differs by cπM(0). Only one continuation is the true average ⟨r^s⟩, so replacing the factorial by a gamma function needs a justification. The cure is to compute M(s) = ⟨r^s⟩ directly for real s. With t = br and the definition Γ(z) = ∫₀^∞ t^{z−1}e^{−t}dt,

∫₀^∞ r^p e^{−br} dr = Γ(p+1)/b^{p+1}, p > −1.

Integration by parts gives Γ(z+1) = zΓ(z), and Γ(1) = 1. For 1s the integrand is 4r^{s+2}e^{−2r}, so

M₁s(s) = 4Γ(s+3)/2^{s+3} = Γ(s+3)/2^{s+1}.

For 2s, the square (1 − r/2)² = 1 − r + r²/4 gives three terms with b = 1:

M₂s(s) = ½[Γ(s+3) − Γ(s+4) + ¼Γ(s+5)].

Use Γ(s+4) = (s+3)Γ(s+3) and Γ(s+5) = (s+4)(s+3)Γ(s+3), and take out Γ(s+3)/8. The bracket becomes 4 − 4(s+3) + (s² + 7s + 12) = s² + 3s + 4, so

M₂s(s) = Γ(s+3)(s² + 3s + 4)/8.

The node thus costs only a polynomial factor. For 2p the integrand is r^{s+4}e^{−r}/24, so

M₂p(s) = Γ(s+5)/24.

At s = 0 these give 2/2, 2·4/8 and 24/24, all equal to 1. At s = 1 they give ⟨r⟩ = 6/4 = 3/2, 6·8/8 = 6 and 120/24 = 5. At s = −1 they give ⟨1/r⟩ = 1, 2/8 = 1/4 and 6/24 = 1/4. Since R² r² ∝ r^{2l+2} near the origin, the integrals exist only for s > −(2l+3); below that the gamma functions still have finite values between their poles, but those are not expectation values. For an s state the divergence comes from ∫₀ R(0)² r^{s+2}dr ≈ R(0)²/(s+3). With Γ(s+3) ≈ 1/(s+3) the formulas give the residues 1/2^{−2} = 4 and (9 − 9 + 4)/8 = 1/2, which are R₁₀(0)² and R₂₀(0)².

**Differentiating under the integral**

The exchange of d/ds and ∫dr is allowed when the differentiated integrand is bounded, for all s near 0, by one integrable function. Put w = r^{1/2} + r^{−1/2}. For |s| ≤ 1/2, r^s ≤ w, because r^s lies between r^{−1/2} and r^{1/2}. From t ≤ e^t with t = ½|ln r| follows |ln r| ≤ 2e^{|ln r|/2} ≤ 2w. So r^s|ln r| ≤ 2w² and r^s ln²r ≤ 4w³, which are sums of powers r^p with |p| ≤ 3/2. Their moments converge because −3/2 > −(2l+3). Hence M′(0) = ⟨ln r⟩ and M″(0) = ⟨ln²r⟩. Since M(0) = 1,

(ln M)′(0) = M′/M = ⟨ln r⟩,

(ln M)″(0) = M″/M − (M′/M)² = ⟨ln²r⟩ − ⟨ln r⟩² = Var(ln r).

Working with ln M turns the products into sums.

**Where γ comes from**

Define ψ = Γ′/Γ. The logarithmic derivative of Γ(z+1) = zΓ(z) is ψ(z+1) = ψ(z) + 1/z, so only ψ(1) is needed. Because (1 − t/N)^N → e^{−t} and is bounded by e^{−t} on 0 ≤ t ≤ N, Γ(z) is the limit of ∫₀^N t^{z−1}(1 − t/N)^N dt. Put t = Ny and integrate by parts N times, each time lowering the power of (1 − y) and raising that of y; the result is N^z N!/[z(z+1)···(z+N)]. The logarithmic derivative of this expression converges uniformly for z in any closed interval of the positive axis, as does the next derivative, so

ψ(z) = lim_{N→∞} [ln N − Σ_{k=0}^{N} 1/(z+k)], ψ′(z) = Σ_{k=0}^{∞} 1/(z+k)².

Euler's constant is defined as γ = lim (H_N − ln N) with H_N = 1 + 1/2 + … + 1/N. At z = 1 the sum is H_{N+1}, which differs from H_N by a vanishing term, so ψ(1) = −γ. Also ψ′(1) = Σ 1/k² = π²/6, the Basel sum. The recursion then gives

ψ(3) = 1 + 1/2 − γ = 3/2 − γ, ψ(5) = 3/2 + 1/3 + 1/4 − γ = 25/12 − γ,

ψ′(3) = π²/6 − 1 − 1/4 = π²/6 − 5/4, ψ′(5) = π²/6 − 5/4 − 1/9 − 1/16 = π²/6 − 205/144.

**The three averages**

For 1s, ln M = ln Γ(s+3) − (s+1) ln 2, whose slope at 0 is ψ(3) − ln 2 = 3/2 − γ − ln 2, the value you were given. For 2s, with q = s² + 3s + 4, ln M = ln Γ(s+3) + ln q − ln 8, and q′/q at 0 is 3/4. For 2p, ln M = ln Γ(s+5) − ln 24. Restoring Z,

⟨ln r⟩₁s = 3/2 − γ − ln 2 − ln Z,

⟨ln r⟩₂s = ψ(3) + 3/4 − ln Z = 9/4 − γ − ln Z,

⟨ln r⟩₂p = ψ(5) − ln Z = 25/12 − γ − ln Z.

No ln 2 appears for n = 2 because the density decays as e^{−r}, so b = 1 in the basic integral. The difference is 9/4 − 25/12 = (27 − 25)/12 = 1/6 for every Z. It also follows without γ from M₂s/M₂p = 3q/[(s+3)(s+4)], whose logarithmic slope at 0 is 3/4 − 1/3 − 1/4 = 1/6.

For the variances, (ln q)″ = q″/q − (q′/q)² = 2/4 − 9/16 = −1/16 at s = 0, and terms linear in s drop out:

Var(ln r) = π²/6 − 5/4 (1s), π²/6 − 21/16 (2s), π²/6 − 205/144 (2p).

**An independent check that covers every n and l**

Here the derivative is taken in the Laguerre parameter instead of in s. The bound states are R_nl ∝ x^l e^{−x/2}L_k(x), with x = 2Zr/n, k = n − l − 1 and L_k the Laguerre polynomial of parameter α = 2l + 1. Let α > −1 be real, let W = x^α e^{−x}, and define L_k by the Rodrigues formula W L_k = (1/k!) d^k(x^{k+α}e^{−x})/dx^k. The Leibniz rule gives its two highest terms:

L_k = (−1)^k x^k/k! + (−1)^{k−1}(k+α) x^{k−1}/(k−1)! + …

For any polynomial p, k integrations by parts give ∫W L_k p dx = [(−1)^k/k!] ∫x^{k+α}e^{−x} p^{(k)} dx, the boundary terms vanishing because α > −1. This is zero when p has degree below k. For p = L_k, p^{(k)} = (−1)^k, so ∫W L_k² dx = h_k = Γ(k+α+1)/k!.

Now differentiate in α, using ∂_αW = W ln x. For α > 0, which includes every α = 2l + 1, the bound used above justifies it again, because x^α e^{−x}(x + 2 + 1/x) is integrable. The leading coefficient of L_k is free of α, so ∂_αL_k has degree below k and is orthogonal to L_k and L_{k+1}. The x^k coefficient of L_{k+1} is (−1)^k(k+1+α)/k!, whose α-derivative is the leading coefficient of L_k, so ∂_αL_{k+1} = L_k + (degree below k). Differentiating ∫W L_k² = h_k leaves only the ln x term on the left. Differentiating ∫W L_kL_{k+1} = 0 leaves that term plus ∫W L_k ∂_αL_{k+1} = h_k. Therefore

∫W ln x L_k² dx = h_k ψ(k+α+1), ∫W ln x L_kL_{k+1} dx = −h_k.

The density R² r² dr is proportional to x^{2l+2}e^{−x}L_k² dx = x W L_k² dx, with one extra factor x. Expand xL_k = c₊L_{k+1} + c₀L_k + c₋L_{k−1}; lower L_j are absent because xL_j has degree below k for j < k − 1. The x^{k+1} terms give c₊ = −(k+1). The x^k terms, multiplied by (−1)^k k!, give −k(k+α) = −(k+1)(k+1+α) + c₀, so c₀ = 2k + α + 1 = 2n. The integral ∫W x L_kL_{k−1} equals c₋h_{k−1} by this expansion and −k h_k by the expansion of xL_{k−1}, so c₋h_{k−1} = −k h_k. The norm is ∫xW L_k² = 2n h_k, and

∫xW ln x L_k² dx = 2n h_k ψ(k+α+1) + c₊(−h_k) + c₋(−h_{k−1}) = h_k[2n ψ(k+α+1) + (k+1) + k].

Divide by 2n h_k, and use k + α + 1 = n + l + 1, 2k + 1 = 2n − 2l − 1 and ln r = ln x + ln(n/2Z):

⟨ln r⟩_nl = ln(n/2Z) + ψ(n+l+1) + (2n − 2l − 1)/(2n).

For Z = 1, 1s gives −ln 2 + (1 − γ) + 1/2, 2s gives ψ(3) + 3/4, and 2p gives ψ(4) + 1/4 = ψ(5). All three agree with the first derivation.

**What the numbers mean**

The length r_g = a₀ exp⟨ln r⟩ is the geometric mean radius. Averaging e^t ≥ 1 + t with t = y − ⟨y⟩ gives ⟨e^y⟩ ≥ e^{⟨y⟩}, strictly when y has a spread. Taking y = ln r and y = −ln r gives 1/⟨1/r⟩ < r_g < ⟨r⟩. For large n, ψ(N+1) = H_N − γ approaches ln N. For circular states, l = n − 1, the general formula then tends to ln(n/2Z) + ln 2n, so r_g/(n²/Z) → 1, the Bohr orbit. For l = 0 it tends to ln(n/2Z) + ln n + 1, so r_g/(n²/Z) → e/2.

The average is also an energy. For H + λ ln(r/a₀), first-order perturbation theory shifts each level by λ⟨ln r⟩. The degeneracy of 2s and 2p causes no mixing, because a spherical perturbation has no matrix element between different l, so the pair splits by λ/6 in first order. Another reference length in the logarithm shifts all levels equally and leaves the splitting alone. For λ < 0 the potential falls without bound at large r, so the slope dE/dλ at 0 is to be read as a perturbation coefficient, or as the slope for the atom in a large finite box.

**Numbers for H and N⁶⁺**

With γ = 0.577216, ln 2 = 0.693147 and π²/6 = 1.644934, hydrogen gives

1s: 1.5 − 0.577216 − 0.693147 = 0.229637, r_g = e^{0.229637} = 1.2581 a₀ = 66.58 pm,

2s: 2.25 − 0.577216 = 1.672784, r_g = 5.3270 a₀ = 281.89 pm,

2p: ψ(5) = 1.506118, r_g = 4.5092 a₀ = 238.62 pm,

where a₀ = 52.9177 pm. These lie inside the intervals 1 to 1.5, 4 to 6 and 4 to 5 a₀ set by 1/⟨1/r⟩ and ⟨r⟩, and the 2s/2p ratio is e^{1/6} = 1.1814. The variances are 1.644934 − 1.25 = 0.394934, 1.644934 − 1.3125 = 0.332434 and ψ′(5) = 0.221323.

For hydrogen-like N⁶⁺, Z = 7, subtract ln 7 = 1.945910:

1s: 0.229637 − 1.945910 = −1.716273, r_g = 0.1797 a₀ = 9.51 pm,

2s: 1.672784 − 1.945910 = −0.273126, r_g = 0.7610 a₀ = 40.27 pm,

2p: 1.506118 − 1.945910 = −0.439792, r_g = 0.6442 a₀ = 34.09 pm.

The negative signs say only that r_g < a₀. The variances and the difference 0.166667 are those of hydrogen.

The six decimals, and the last digits of the radii in pm, belong to the stated model and not to the real ions. A finite nuclear mass M_N replaces the electron mass m by the reduced mass, stretches every length by 1 + m/M_N and adds ln(1 + m/M_N) to every ⟨ln r⟩, roughly 5×10⁻⁴ for hydrogen, which lengthens r_g by about 0.04 pm (1s), 0.15 pm (2s) and 0.13 pm (2p); differences of ⟨ln r⟩ and variances are untouched. Relativistic terms are not computed here. Since the orbital speed is of order Z α_f c, with α_f the fine-structure constant, the expected relative change of the radii, which is the absolute change of ⟨ln r⟩, is of order (Z α_f)². That is 5.33×10⁻⁵ for H and 2.61×10⁻³ for N⁶⁺, so for the real N⁶⁺ ion the third decimal of ⟨ln r⟩ is already uncertain in this treatment.

The numerical check tests against quadrature the moments at non-integer s, the means and the variances of 1s, 2s and 2p for Z = 1 and Z = 7, and the general formula for the mean for all n ≤ 5 at Z = 1. It also diagonalizes H + λ ln r on a grid in a finite box, with no analytic wavefunction, and finds dE/dλ = 0.22964, 1.67278 and 1.50612 for hydrogen. For the model strength λ = 0.01 hartree in N⁶⁺ it gives E₂s − E₂p = 0.001667 hartree, against λ/6 = 0.01/6 = 0.001667 hartree; higher orders in λ are not visible at these digits.

Numbers as computed

```
Euler gamma = 0.577216; ln 2 = 0.693147; ln 7 = 1.945910
psi(3) = 0.922784; psi(5) = 1.506118; pi^2/6 = 1.644934
psi'(3) = 0.394934; psi'(5) = 0.221323
Bohr radius a0 = 52.9177 pm
rational parts identified from quadrature, Z = 1 (dimensionless):
  1s: <ln r> + gamma - ln(n/2) = 3/2; pi^2/6 - Var = 5/4
  2s: <ln r> + gamma - ln(n/2) = 9/4; pi^2/6 - Var = 21/16
  2p: <ln r> + gamma - ln(n/2) = 25/12; pi^2/6 - Var = 205/144
H: Z = 1, (Z alpha)^2 = 5.33e-05
  1s: <ln(r/a0)> = 0.229637; grid dE/dlam = 0.22964
  1s: Var(ln r) = 0.394934; std = 0.6284
  1s: 1/<1/r> = 1.0000 a0; <r> = 1.5000 a0
  1s: r_g = 1.2581 a0 = 66.58 pm
  2s: <ln(r/a0)> = 1.672784; grid dE/dlam = 1.67278
  2s: Var(ln r) = 0.332434; std = 0.5766
  2s: 1/<1/r> = 4.0000 a0; <r> = 6.0000 a0
  2s: r_g = 5.3270 a0 = 281.89 pm
  2p: <ln(r/a0)> = 1.506118; grid dE/dlam = 1.50612
  2p: Var(ln r) = 0.221323; std = 0.4704
  2p: 1/<1/r> = 4.0000 a0; <r> = 5.0000 a0
  2p: r_g = 4.5092 a0 = 238.62 pm
  <ln r>2s - <ln r>2p = 0.166667; r_g ratio = 1.1814
N6+: Z = 7, (Z alpha)^2 = 2.61e-03
  1s: <ln(r/a0)> = -1.716273; grid dE/dlam = -1.71627
  1s: Var(ln r) = 0.394934; std = 0.6284
  1s: 1/<1/r> = 0.1429 a0; <r> = 0.2143 a0
  1s: r_g = 0.1797 a0 = 9.51 pm
  2s: <ln(r/a0)> = -0.273126; grid dE/dlam = -0.27313
  2s: Var(ln r) = 0.332434; std = 0.5766
  2s: 1/<1/r> = 0.5714 a0; <r> = 0.8571 a0
  2s: r_g = 0.7610 a0 = 40.27 pm
  2p: <ln(r/a0)> = -0.439792; grid dE/dlam = -0.43979
  2p: Var(ln r) = 0.221323; std = 0.4704
  2p: 1/<1/r> = 0.5714 a0; <r> = 0.7143 a0
  2p: r_g = 0.6442 a0 = 34.09 pm
  <ln r>2s - <ln r>2p = 0.166667; r_g ratio = 1.1814
general formula, n <= 5: largest deviation from quadrature = 5e-23
N6+ with lam = 0.01 hartree:
  E2s - E2p, diagonalization = 0.001667 hartree
  E2s - E2p, first order lam/6 = 0.001667 hartree
```
